# The g factor of octahedral high-spin Co²⁺ and its 4P admixture

**Problem.** A high-spin Co²⁺ ion (3d⁷) sits in a regular octahedral field, and its lowest level is \(^4T_{1g}\). Show that in the weak-field limit the lowest Kramers doublet has an isotropic \(g=13/3\). Then find how \(g\) changes when the field mixes \(^4P\) into the \(^4F\) ground level, with weight \(s^2\).

The Zeeman operator is \(\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S)\), with angular momenta in units of \(\hbar\), the electron spin factor set to 2, and no covalent reduction of \(\mathbf L\). The field parameter \(Dq\) puts the \(t_2\) orbitals at \(-4Dq\) and the \(e\) orbitals at \(+6Dq\). The Racah parameter \(B\) fixes the term separation \(E(^4P)-E(^4F)=15B\). Spin-orbit coupling is \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\). "Weak field" means that \(Dq\) is small against \(B\) but still large against the spin-orbit coupling.

## A tempting solution

An orbital triplet \(T_1\) behaves like a level with fictitious angular momentum \(l'=1\), and within it \(\mathbf L=-\alpha\mathbf l'\). For \(^4F\), \(\alpha=3/2\). The term \(^4P\) has angular momentum 1, so for it \(\alpha=1\). Weighting the two gives

\[
\alpha=\tfrac32(1-s^2)+1\cdot s^2=\tfrac32-\tfrac12s^2 .\qquad\text{(wrong)}
\]

Spin-orbit coupling joins \(\mathbf l'\) and \(\mathbf S\) to \(\mathbf J'=\mathbf l'+\mathbf S\), with \(J'=1/2\) lowest. There

\[
\mathbf l'\cdot\mathbf S=\tfrac12\left(\tfrac34-2-\tfrac{15}4\right)=-\tfrac52 .
\]

Inside one \(J'\) level every vector is proportional to \(\mathbf J'\), with factor \(\mathbf V\cdot\mathbf J'/[J'(J'+1)]\):

\[
\mathbf S\to\frac{15/4-5/2}{3/4}\,\mathbf J'=\tfrac53\mathbf J',\qquad
\mathbf l'\to\frac{2-5/2}{3/4}\,\mathbf J'=-\tfrac23\mathbf J' .
\]

Therefore \(\mathbf L+2\mathbf S=g\mathbf J'\) with

\[
g=\tfrac{10}3+\tfrac23\alpha ,
\tag{1}
\]

and the wrong \(\alpha\) gives \(g=13/3-s^2/3\).

## Where it fails

Equation (1) is sound, and so is the limit 13/3. The fault is the sign of \(\mathbf L\) in \(^4P\). A \(P\) term is itself a true vector triplet, so there \(\mathbf L=+\mathbf l'\), which means \(\alpha=-1\). The magnitude 1 was right, but the minus sign of the \(F\) triplet does not carry over. To see this, the sign for \(F\) must be derived.

## The right solution

**Two electrons suffice.** Take \(M_S=3/2\): five electrons have spin up and two have spin down. The five fill every orbital once. They have \(L=0\), a total cubic energy \(3(-4Dq)+2(6Dq)=0\), and a spherical repulsion on the other two. The orbital problem is that of the two spin-down electrons, whose determinants are written \(|m_1,m_2|\).

The orbitals \((|2\rangle+|{-2}\rangle)/\sqrt2\) and \(|0\rangle\) are of type \(e\); \((|2\rangle-|{-2}\rangle)/\sqrt2\) and \(|\pm1\rangle\) are of type \(t_2\). The diagonal one-electron energies are therefore \(6Dq\) for \(m=0\), \(-4Dq\) for \(m=\pm1\), and \((6-4)Dq/2=Dq\) for \(m=\pm2\). The states \(m=2\) and \(-2\) are coupled by \((6+4)Dq/2=5Dq\).

**The \(F\) and \(P\) states.** The top \(F\) state is \(|2,1|\). Repeated lowering, with one-electron factors \(2,\sqrt6,\sqrt6,2\), gives after normalization

\[
F_1=\frac{2|1,0|+\sqrt6\,|2,-1|}{\sqrt{10}},\qquad
F_0=\frac{|2,-2|+2|1,-1|}{\sqrt5}.
\]

The orthogonal \(M=0\) state is \(P_0=(2|2,-2|-|1,-1|)/\sqrt5\). In the cubic field \(|2,-2|\) has energy \(2Dq\) and \(|1,-1|\) has \(-8Dq\). They are not coupled, and the \(5Dq\) element acting on \(|2,-2|\) gives only determinants with two equal orbitals, which vanish. Hence

\[
\langle F_0|V|F_0\rangle=\frac{2-32}5Dq=-6Dq,\quad
\langle P_0|V|P_0\rangle=\frac{8-8}5Dq=0,\quad
\langle F_0|V|P_0\rangle=\frac{4+16}5Dq=4Dq .
\]

**The sign of \(\mathbf L\).** A quarter turn about \(z\) multiplies a state \(M\) by \(e^{-iM\pi/2}\), so the cubic field mixes only values of \(M\) that differ by 4. The \(F\) term splits into \(A_2+T_1+T_2\). Of these only the \(z\) component of \(T_1\) is unchanged by the quarter turn, so \(F_0\) is that component and \(T_1(F)\) lies at \(-6Dq\).

The partner with \(l'_z=+1\) must have the phase of \(M=1\), so it combines \(M=1\) and \(M=-3\). The diagonal energies are

\[
M=1:\ \frac{4(2)+6(-3)}{10}Dq=-Dq,\qquad
M=-3:\ (-4+1)Dq=-3Dq .
\]

Their sum is \(-4Dq\). One eigenvalue is \(-6Dq\), so the other, belonging to \(T_2\), is \(+2Dq\). If \(p\) is the weight of \(M=1\) in \(T_1\), then \(-1=-6p+2(1-p)\), and \(p=3/8\). For this partner

\[
\langle L_z\rangle=\tfrac38(1)+\tfrac58(-3)=-\tfrac32 .
\]

The large weight of \(M=-3\) reverses the sign. In \(P\) there is no \(M=-3\), and the same partner has \(\langle L_z\rangle=+1\). Since \(\mathbf L\) has no elements between different terms, \(\mathbf L=-\alpha\mathbf l'\) with

\[
\alpha=\tfrac32(1-s^2)-s^2=\tfrac32-\tfrac52s^2 .
\tag{2}
\]

**Level order.** Within fixed \(S=3/2\), a spin vector operator is proportional to \(\mathbf S\), so \(\sum_i\mathbf l_i\cdot\mathbf s_i=\mathbf A\cdot\mathbf S\) with an orbital vector \(\mathbf A\). For \(M_S=3/2\) the diagonal part is \(\tfrac32A_z\). It is also \(\tfrac12\cdot0-\tfrac12L_z\), because the spin-down electrons carry all of \(\mathbf L\). Thus \(\mathbf A=-\mathbf L/3\), and the coupling is \(\lambda\mathbf L\cdot\mathbf S\) with \(\lambda=-\zeta/3\). In \(T_1\) it becomes \(\alpha|\lambda|\,\mathbf l'\cdot\mathbf S\). The levels \(J'=1/2,3/2,5/2\) lie at \(-5/2,-1,+3/2\) in units of \(\alpha|\lambda|\). For \(\alpha>0\) the doublet is lowest.

**Result.** Equations (1) and (2) give

\[
g=\frac{13}3-\frac53s^2 .
\tag{3}
\]

It is isotropic, because the projection on \(\mathbf J'\) holds for all three components. The decrease is five times that of the tempting solution.

**The admixture.** The \(T_1\) matrix has diagonal elements \(-6Dq\) and \(15B\) and off-diagonal element \(4Dq\). Its eigenvalues are \(E_\pm=\tfrac12(15B-6Dq\pm R)\), with \(R=\sqrt{(15B+6Dq)^2+64(Dq)^2}\). From \(-6Dq=(1-s^2)E_-+s^2E_+=E_-+s^2R\),

\[
s^2=\frac12\left[1-\frac{15B+6Dq}{R}\right].
\tag{4}
\]

For \(x=Dq/B\ll1\), \(s^2\simeq\tfrac14(8x/15)^2=16x^2/225\), and the change of \(g\) is \(-16x^2/135\). For \(x\to\infty\), \((15B+6Dq)/R\to6/10\), so \(s^2\to1/5\), \(\alpha\to1\) and \(g\to4\). Hence \(\alpha>0\) throughout.

The strong-field limit can be checked directly. The two spin-down electrons are then both in \(t_2\), and the \(l'_z=+1\) partner is the pair \((|2\rangle-|{-2}\rangle)/\sqrt2\) and \(|{-1}\rangle\), whose phase is that of \(M=2-1=1\). Its \(\langle L_z\rangle\) is \(0-1=-1\), so \(\alpha=1\). The tempting formula would give 1.4.

## The first spin-orbit correction

Equation (3) neglects \(|\lambda|\) against the cubic gaps. To first order in \(\lambda\), excited levels \(n\) at gaps \(\Delta_n\) are mixed into the upper doublet state \(|+\rangle\). With \(g=2\langle L_z+2S_z\rangle\) and \(\lambda=-|\lambda|\),

\[
\delta g=4|\lambda|\sum_n\frac{\langle+|L_zP_n\,\mathbf L\cdot\mathbf S|+\rangle}{\Delta_n},
\]

where \(P_n\) projects on level \(n\). The spin part of the moment drops out because it does not connect orthogonal orbital levels. Spin doublets do not contribute, since \(\mathbf L+2\mathbf S\) conserves total spin. The level \(A_2\) and one component of \(T_2\) change sign under the quarter turn, so they are built from \(M=\pm2\). They drop out as well, because \(L_z\) conserves \(M\) and the \(T_1\) orbitals contain only \(M=0,\pm1,\pm3\).

Mixing with \(J'=3/2\) or \(5/2\) could also enter at this order, but symmetry forbids it. The number of times a level contains the \(J'=1/2\) representation is \(\tfrac1{24}(2d+6\sqrt2\,\chi_4+8\chi_3)\), with \(d\) its dimension and \(\chi_4,\chi_3\) its characters for quarter and third turns. For \(J'=3/2\), \((d,\chi_4,\chi_3)=(4,0,-1)\); for \(5/2\), \((6,-\sqrt2,0)\). Both numbers are zero.

*Level \(T_2\).* In the basis \(|l'_z,M_S\rangle\),

\[
|+\rangle=\sqrt{\tfrac12}\,|{-1},\tfrac32\rangle-\sqrt{\tfrac13}\,|0,\tfrac12\rangle+\sqrt{\tfrac16}\,|1,-\tfrac12\rangle ,
\]

which \(J'_+\) annihilates. Let \(u_\pm\) be the \(F\) orbitals with \(l'_z=\pm1\). The condition \(L_\pm=-\tfrac32l'_\pm\) within \(T_1\), with \(L_\pm F_0=\sqrt{12}\,F_{\pm1}\), fixes \(\langle F_{\pm1}|u_\pm\rangle=-\sqrt{3/8}\). With a suitable phase of \(F_{\mp3}\),

\[
u_\pm=-\sqrt{\tfrac38}F_{\pm1}+\sqrt{\tfrac58}F_{\mp3},\qquad
w_\pm=\sqrt{\tfrac58}F_{\pm1}+\sqrt{\tfrac38}F_{\mp3},
\]

where \(w_\pm\) belong to \(T_2\). Hence \(\langle w_\pm|L_z|u_\pm\rangle=\mp\sqrt{15}/2\) and \(\langle w_\pm|L_\pm|F_0\rangle=\sqrt{15/2}\). Using \(\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)\), the two intermediate states contribute

\[
\begin{aligned}
w_-,\tfrac32:&\quad \tfrac12\sqrt{\tfrac{15}2}\left(\tfrac34-\tfrac12\right)\sqrt{\tfrac{15}2}=\tfrac{15}{16},\\
w_+,-\tfrac12:&\quad -\tfrac12\sqrt{\tfrac52}\left(\tfrac14-1\right)\sqrt{\tfrac52}=\tfrac{15}{16}.
\end{aligned}
\]

In each bracket the first term comes from \(L_zS_z\) and the second from the ladder operators. The sum is \(15/8\), multiplied by the \(F\) weight \(1-s^2\).

*Upper \(T_1\).* Between the two orthogonal mixtures \(\mathbf L=\pm\sqrt{s^2(1-s^2)}\left(\tfrac32+1\right)\mathbf l'\). In \(|+\rangle\), \(\mathbf l'\cdot\mathbf S=-5/2\) and \(\langle l'_z\rangle=-1/3\), so the element is \(\tfrac{25}4s^2(1-s^2)\cdot\tfrac56\).

Altogether, with \(\Delta_2=2Dq-E_-\) and \(\Delta_1=R\),

\[
\delta g=|\lambda|\left[\frac{15(1-s^2)}{2\Delta_2}+\frac{125\,s^2(1-s^2)}{6\Delta_1}\right].
\tag{5}
\]

In a weak field \(\Delta_2\to8Dq\) and \(\delta g\to15|\lambda|/(16Dq)\). The value 13/3 is therefore the limit reached for \(|\lambda|\ll Dq\ll B\). The two corrections have opposite signs, and for small \(Dq/B\) they cancel near the field where \(15|\lambda|/(16Dq)=16(Dq)^2/(135B^2)\). This estimate needs \(\zeta/B\) very small: for \(\zeta=60\), \(B=100\) and \(C=450\) meV it gives \(Dq\approx117\) meV, whereas diagonalization of the d⁷ Hamiltonian returns to \(g=13/3\) only at \(Dq\approx167\) meV. In either case a measured \(g=13/3\) does not by itself show that both corrections are negligible. In the opposite order of limits, \(Dq\ll|\lambda|\ll B\), diagonalization of the d⁷ Hamiltonian gives \(g=4.889\) (computed for \(Dq=10^{-4}\), \(\zeta=1\), \(B=100\) and \(C=450\) meV).

## Numbers

Take round model parameters \(B=100\), \(C=450\), \(Dq=100\) and \(\zeta=60\) meV, so \(\lambda=-20\) meV; \(C\) is the second Racah parameter. Then \(R=\sqrt{2100^2+800^2}=2247.2\) meV and

\[
s^2=\tfrac12\left(1-\tfrac{2100}{2247.2}\right)=0.0328,\qquad
g=4.3333-0.0546=4.2787 .
\]

The tempting formula would give a change of only \(-0.0109\). With \(\Delta_2=873.6\) meV, the terms of (5) are \(0.1661\) and \(0.0059\), which raise \(g\) to \(4.4507\). Diagonalization in all 120 determinants of d⁷ gives \(4.4354\); the difference of \(-0.015\) is of higher order in \(\zeta\). Here the spin-orbit correction outweighs the \(^4P\) change and has the opposite sign, so a measured \(g\) above 13/3 would not contradict (3). At 9.5 GHz the resonance field is 158.6 mT for \(g=4.2787\) and 153.0 mT for the full value. These are model numbers. An electron spin factor of 2.0023 lowers both fields by a little over 0.1 mT. Covalency, which is left out here, matters more: scaling both \(\mathbf L\) and \(\zeta\) by 0.9, with the factor 2.0023, brings the full value down to \(g=4.32\), below 13/3.

The numerical check tests (3) and (5) against this diagonalization, extrapolated to \(\zeta\to0\), for five values of \(Dq/B\) from 0.2 to 1.8.

The limit \(g=4\) is formal in this model. With \(C=4.5B\) and no spin-orbit coupling, the ground level becomes low-spin at \(Dq/B=2.12\), where \(s^2=0.074\) and (3) still gives \(g=4.21\).

## Computed results

```
Racah B = 100 meV, C = 450 meV
Dq = 100 meV, zeta = 60 meV, lam = -20 meV
4P - 4F separation = 1500.0 meV
gap to 4T2g = 873.6 meV
gap to upper 4T1g = 2247.2 meV
4P weight s2 = 0.03276
alpha = 1.41811
g without 4P (13/3) = 4.3333
change of g from 4P = -0.0546
g with 4P, zeroth order in lam = 4.2787
first-order shift via 4T2g = 0.1661
first-order shift via upper 4T1g = 0.0059
g through first order in lam = 4.4507
g from full d7 diagonalization = 4.4354
microwave frequency = 9.5 GHz
resonance field for g = 13/3: 156.64 mT
resonance field, zeroth-order g: 158.63 mT
resonance field, full d7 g: 153.03 mT
Dq/B, s2 (d7), alpha (d7), g formula, g d7 at zeta -> 0
0.2  0.00242  1.49395  4.32930  4.32930
0.5  0.01191  1.47023  4.31349  4.31349
1.0  0.03276  1.41811  4.27874  4.27874
1.5  0.05279  1.36803  4.24536  4.24536
1.8  0.06340  1.34150  4.22766  4.22766
J'=3/2 above J'=1/2: 1.500 alpha|lam|
J'=5/2 above J'=1/2: 3.999 alpha|lam|
g for Dq far below |lam| (d7) = 4.8893
44/9 = 4.8889
spin crossover at Dq/B = 2.121
4P weight at crossover = 0.0735
zeroth-order g at crossover = 4.2108
formal strong-field 4P weight = 0.2000
formal strong-field g = 4.0000
```
